# Shallow Donors in Supercells: Required Size and the Screened Tail

**Question.** A shallow donor is computed in a periodic supercell. How large must the cell be before the donor level is that of an isolated donor, and how does the error scale with the cell side? And does the bound electron feel the right attraction at large distance if the functional is semilocal, or is GW needed for that?

**Answer.**

## The scale of the problem

Take a host with one isotropic conduction valley, band mass $m$ in units of the electron mass, and static dielectric constant $\epsilon$. The donor core has one extra positive charge. Far from the core, the envelope function of the electron obeys, in atomic units,

$$\left[-\frac{\nabla^2}{2m}-\frac{1}{\epsilon r}\right]\varphi=E\varphi ,$$

with $E$ measured from the conduction edge. Short-range core corrections and the coupling of several valleys are left out.

Put $\mathbf r=(\epsilon/m)\boldsymbol\rho$. The kinetic term acquires the factor $(m/\epsilon)^2/m=m/\epsilon^2$, and the potential becomes $-(m/\epsilon^2)/\rho$. Both terms share one factor, so the natural units are

$$a^*=\frac{\epsilon}{m}\,a_0,\qquad \mathrm{Ha}^*=\frac{m}{\epsilon^2}\,\mathrm{Ha}=2\,\mathrm{Ry}^* .$$

In these units, used from here on in the formulas, the Hamiltonian is $h=-\tfrac12\nabla^2-1/r$. For $\varphi=e^{-r}/\sqrt\pi$ one has $\nabla^2\varphi=\varphi''+2\varphi'/r=(1-2/r)\varphi$, hence $h\varphi=-\tfrac12\varphi$. The binding energy is 1 Ry*, and

$$\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=3 .$$

As a worked case take the round parameters $m=0.2$ and $\epsilon=10$. Then $a^*=50\,a_0=2.65$ nm and Ry* = 27.2 meV. The orbital is large because the mass is small and the screening strong, and these same factors make the binding weak.

## First size effect: the image potential

Consider first the ionized donor in a cube of side $L$, with a uniform background that neutralizes the cell, and one electron level in its field. The electron's potential energy $V$ satisfies

$$\nabla^2V=4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big],\qquad V_{\mathbf G}=-\frac{4\pi}{L^3G^2}\ (\mathbf G\neq0),\quad V_0=0 .$$

The choice $V_0=0$ puts the conduction edge at the cell-averaged potential.

Near the donor at the origin, $V+1/r$ is regular and has the constant Laplacian $-4\pi/L^3$. Since $\nabla^2r^2=6$, a particular solution is $-2\pi r^2/(3L^3)$. What remains solves Laplace's equation, and cubic symmetry permits a constant and harmonics of angular momentum 4 and higher. By dimension the constant is $\alpha/L$, so

$$V=-\frac1r+\frac{\alpha}{L}-\frac{2\pi r^2}{3L^3}+(\ell\ge4).$$

To find $\alpha$, set $L=1$ and split each repulsive $1/r$ into $\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r$. The first part is summed in real space and its mean, $\int d^3r\,\mathrm{erfc}(\eta r)/r=\pi/\eta^2$, is removed. The second is summed over $\mathbf G\ne0$. At the origin the subtraction of $1/r$ leaves $-\mathrm{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Therefore

$$-\alpha=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}{R}+4\pi\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{\pi}{\eta^2}-\frac{2\eta}{\sqrt\pi},$$

which gives $\alpha=2.8373$ independently of $\eta$.

To first order, the $\ell\ge4$ terms average to zero over an s orbital, and $\langle r^2\rangle=3$ gives the centre of the donor level:

$$E_c=-\frac12+\frac{\alpha}{L}-\frac{2\pi}{L^3}\quad(\mathrm{Ha}^*).$$

The level is pushed up because the background and the images lift the potential near the donor relative to the cell average. A plane-wave diagonalization at $L=12\,a^*$ puts the centre at $-0.532$ Ry*, against $-0.534$ Ry* from the formula. The finite plane-wave basis is variational and so errs upward. This error largely cancels between two cells at equal cutoff: from $L=14$ to $12\,a^*$ the centre moves by 0.0648 Ry* computed and 0.0649 Ry* by formula.

The leading shift falls off as $1/L$ only. Left uncorrected, it drops to 10% of Ry* at $L=57\,a^*$. It is, however, known in advance and can be subtracted.

## Second size effect: overlap

The second error depends on the wave vector, so no single constant removes it throughout the band. Orbitals on neighbouring donors overlap, and the level becomes a band. With nearest-neighbour hopping $-t$,

$$E(\mathbf k)=E_c-2t\,(\cos k_xL+\cos k_yL+\cos k_zL).$$

The cosines sum to $3$ at $\Gamma$ and to $-3$ at the zone corner R, so the width is $E(\mathrm R)-E(\Gamma)=12t$. This form of the band is only asymptotic. Second-neighbour hopping contributes equally at $\Gamma$ and R and so drops out of the width, but it raises $E(\mathrm X)-E(\Gamma)$ from one third of the width to about 0.43 at $L=6\,a^*$ and 0.37 at $10\,a^*$.

To see how $t$ scales, place orbitals $\varphi_A,\varphi_B$ on neighbours a distance $L$ apart. Let $U_B=V+1/r_B$ be the potential other than donor B's own attraction. Then $H\varphi_B=(-\tfrac12+U_B)\varphi_B$, and to leading order in the overlap $S$,

$$-t\simeq H_{AB}-SH_{AA}=\int\varphi_AU_B\varphi_B-S\int\varphi_A^2U_A .$$

The terms $-\tfrac12S$ have cancelled. Around the segment AB, where the product $\varphi_A\varphi_B$ is concentrated, $U_B$ is $-1/r_A$ plus a smooth part of order $1/L$. Two integrals are needed. Use $\xi=(r_A+r_B)/L$ and $\nu=(r_A-r_B)/L$, for which $d^3r=(L^3/8)(\xi^2-\nu^2)\,d\xi\,d\nu\,d\phi$ and $\varphi_A\varphi_B=e^{-L\xi}/\pi$:

$$S=\frac{L^3}{4}\int_1^\infty\! d\xi\int_{-1}^1\! d\nu\,(\xi^2-\nu^2)e^{-L\xi}=\Big(1+L+\frac{L^2}{3}\Big)e^{-L},$$

$$\int\frac{\varphi_A\varphi_B}{r_A}=\frac{L^2}{2}\int_1^\infty\! d\xi\int_{-1}^1\! d\nu\,(\xi-\nu)e^{-L\xi}=(1+L)e^{-L}.$$

The attraction integral is of order $Le^{-L}$. The smooth terms are of order $S/L$, which is again $Le^{-L}$. Hence

$$\text{width}=12t\sim C\,L\,e^{-L/a^*},$$

with $L$ in the prefactor measured in $a^*$. This estimate does not fix the number $C$, since the smooth terms were estimated only by their order. The diagonalization tests the exponent: between 10 and 14 $a^*$ the width divided by $L$ decays at a rate of 1.015 per $a^*$ at the cutoff used. The tiny width at $14\,a^*$ depends on the cutoff by several percent, so only the agreement with 1 to within a few hundredths is significant; with the cusp error of the basis removed the rate is 1.002.

The computed width is 0.96 Ry* at $L=4\,a^*$, 0.22 Ry* at $6\,a^*$, 0.042 Ry* at $8\,a^*$ and 0.007 Ry* at $10\,a^*$. At four effective radii the band is as wide as the binding energy itself. The width falls to 10% of Ry* at $L=6.97\,a^*$ and to 1% at $9.63\,a^*$. The scaling law accounts for the increment: a tenfold reduction requires

$$\Delta L=\ln10+\ln\frac{9.63}{6.97}\approx2.6\,a^*,$$

close to the computed $2.7\,a^*$. For a band this flat, the cell side must thus be about seven to ten effective radii. The level itself can be obtained from a smaller cell if the wave vector is well chosen: at $\mathbf k=(\pi/2L)(1,1,1)$ all three cosines vanish, and the level lies at $E_c$ apart from hopping between more distant donors and higher orders of the image potential, which together amount to less than 0.01 Ry* for $L=5$ to $7\,a^*$ and about 0.02 Ry* at $4\,a^*$. The image terms must still be subtracted.

## What this means in atoms

Let the host have four valence electrons per atom at the density $n_0=3/(4\pi r_s^3)$ with $r_s=2\,a_0$, which is $0.02984\,a_0^{-3}$. For the 10% criterion $L=6.97\times50\,a_0=348.5\,a_0$, or 18.4 nm, and

$$N=\frac{n_0L^3}{4}=\frac{0.02984\times(348.5)^3}{4}\approx3.2\times10^5\ \text{atoms}.$$

The 1% criterion needs $8.3\times10^5$. In a converged basis both sides shrink by about $0.01\,a^*$, to 6.96 and 9.62, and the first count becomes $3.15\times10^5$. At fixed $L/a^*$ the number grows as $(\epsilon/m)^3$. In the smaller of these cells the image term $\alpha/L$ is still 0.81 Ry*, so it must be subtracted even though the band is narrow. The next term is $-0.037$ Ry*.

The opposite limit is a cell of 216 atoms. Its side is 1.62 nm, or $0.614\,a^*$, smaller than the orbital's mean radius of $1.5\,a^*$. Here kinetic energy dominates, and the donor potential is a perturbation on free-electron states. At $\Gamma$ the lowest state is the constant wave, with zero energy to first order. At R there are eight degenerate waves with $\mathbf k=(\pm\pi/L,\pm\pi/L,\pm\pi/L)$ and kinetic energy $3\pi^2/(2L^2)$. Two of them that differ by $\mathbf G=(2\pi/L)\mathbf d$ are coupled by $V_{\mathbf G}=-1/(\pi Ld^2)$. Each wave has three partners with $d^2=1$, three with $d^2=2$ and one with $d^2=3$. The symmetric combination is therefore lowered by $(3+\tfrac32+\tfrac13)/(\pi L)$, and

$$\text{width}\simeq\frac{3\pi^2}{2L^2}-\frac{29}{6\pi L}\quad(\mathrm{Ha}^*).$$

This gives 73.5 Ry*, against 73.4 Ry* from the diagonalization, or 2.0 eV. A parabolic band need not hold over so wide a range, so the figure is a measure of scale. Its meaning is plain: the "donor level" of such a cell is the host conduction band, slightly perturbed, and its position at $\Gamma$ is not the binding energy of an isolated donor.

## What the electron sees: the ionized donor

Now let the cell be as large as needed and ask about the functional. In Kohn–Sham theory the host responds to a slowly varying perturbation with $\chi_0=-cq^2$, as an insulator does at leading order. Let $v=4\pi/q^2$, and let $f$ be the exchange-correlation kernel, the derivative of the exchange-correlation potential with respect to density. Atomic units are used in this section and the next; local-field effects are neglected.

The bare attraction of the extra core charge is $-v$. The induced density is $\chi_0\,\delta v_{\rm eff}$ and acts back through $v+f$, so

$$\delta v_{\rm eff}=-v+(v+f)\chi_0\,\delta v_{\rm eff}
\;\Rightarrow\;
\delta v_{\rm eff}=\frac{-4\pi/q^2}{1+4\pi c+cfq^2}.$$

A semilocal functional depends on the density and its derivatives at each point, so in a host of finite density its $f$ stays finite as $q\to0$. This covers LDA and GGA; meta-GGAs, which depend on the orbitals through the kinetic energy density, are outside the argument. The limit is then $-4\pi/(\epsilon q^2)$ with $\epsilon=1+4\pi c$, which in real space is $-1/(\epsilon r)$.

So the flat statement that semilocal functionals lack the screened tail is false for the ionized donor. The empty level there does feel a screened Coulomb attraction, though with the functional's own $\epsilon$ and band mass. Small relative errors in these enter the binding as $\delta\mathrm{Ry}^*/\mathrm{Ry}^*=\delta m/m-2\,\delta\epsilon/\epsilon$.

## What the electron sees: the neutral donor

Now put the electron into the level. Its density $\delta n$ acts through both $v$ and $f$, and the host responds:

$$\frac{\delta v_{\rm eff}}{\delta n}=\frac{v+f}{1+cq^2(v+f)}=\frac{4\pi/q^2+f}{\epsilon+cfq^2}
=\frac{4\pi}{\epsilon q^2}+\frac f\epsilon-\frac{4\pi cf}{\epsilon^2}+O(q^2).$$

With $4\pi c=\epsilon-1$ the two constants combine to $f/\epsilon^2$. This is the charge channel. The donor electron also carries a magnetization $\delta m=\delta n$, and with $\delta n_{\uparrow,\downarrow}=(\delta n\pm\delta m)/2$ its exchange-correlation potential is $f_+\delta n+f_-\delta m$, where $f_\pm=(f_{\uparrow\uparrow}\pm f_{\uparrow\downarrow})/2$. The magnetization has no Coulomb term, so $f_-$ is not screened as $q\to0$, and the full constant is $f_+/\epsilon^2+f_-$, against $f_{\uparrow\uparrow}=f_++f_-$ without host screening. The estimate below uses $f=f_{\uparrow\uparrow}$. The electron thus repels itself with the full screened Coulomb interaction, and the semilocal kernel adds a contact term. A contact term cannot cancel a $1/q^2$ divergence.

How strong is it? The peak donor density is $1/(\pi a^{*3})=2.5\times10^{-6}\,a_0^{-3}$, about $10^{-4}$ of the host density, so the response is linear. For local exchange with spin density $n_\sigma=n_0/2$,

$$v_x=-\Big(\frac{6n_\sigma}{\pi}\Big)^{1/3},\qquad f_x=-\frac13\Big(\frac6\pi\Big)^{1/3}n_\sigma^{-2/3}=-6.8\ \mathrm{Ha}\,a_0^3 .$$

Local correlation changes this to $-6.1$. A density in effective units carries the factor $(m/\epsilon)^3$, and division by $m/\epsilon^2$ converts the energy, so even without host screening the contact strength is

$$\frac{fm^2}{\epsilon}=\frac{-6.06\times0.04}{10}=-0.024\ \mathrm{Ha}^*a^{*3}.$$

Even this unscreened strength shifts the neutral donor's level by only $-0.0002$ Ry*. It overstates the effect: for local exchange $f_{\uparrow\downarrow}=0$, so $f_+=f_-$ and screening removes about half of it. The term is negligible here.

In effective units the semilocal donor with occupation $s$ therefore obeys

$$[h+s\,v_H]\varphi=\varepsilon(s)\varphi,\qquad v_H(\mathbf r)=\int\frac{|\varphi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r' .$$

Write the potential at $s=1$ as $-Q(r)/r$, so that $Q=1-rv_H$. For a spherical density, charge inside $r$ contributes $1/r$ to $v_H$ and charge outside contributes $1/r'$. Normalization then gives

$$Q(r)=\int_r^\infty4\pi r'^2\varphi^2(r')\Big(1-\frac r{r'}\Big)dr' .$$

This vanishes exponentially. The electron sees a charge of 0.20 at $2\,a^*$, 0.019 at $5\,a^*$ and 0.0006 at $10\,a^*$, where the correct value is 1. In this state the screened tail is indeed missing.

## The size of the energy error

The total energy relative to the ionized donor is $E(s)=s\langle h\rangle+\tfrac12s^2J$, with $J=\langle v_H\rangle$. The orbital is stationary at fixed norm, so its change does not contribute to $dE/ds$ and

$$\frac{dE}{ds}=\langle h\rangle+sJ=\varepsilon(s),\qquad E(1)=\int_0^1\varepsilon(s)\,ds=\varepsilon(1)-\frac J2 .$$

A trial orbital $\propto e^{-\zeta r}$ gives a first estimate. Its Hartree potential is $v_H=1/r-e^{-2\zeta r}(1/r+\zeta)$, hence

$$J=4\zeta^3\Big[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac1{32\zeta^2}\Big]=\frac58\zeta,\qquad E(1)=\frac{\zeta^2}2-\zeta+\frac5{16}\zeta .$$

The minimum is at $\zeta=11/16$, with $E(1)=-\zeta^2/2=-121/512$ Ha*, or $-0.47$ Ry*. The numerical solution lies lower, as it must: $\varepsilon(1)=-0.092$ Ry* and $J=0.791$ Ry*, so

$$E(1)=-0.0924-\tfrac12(0.7909)=-0.488\ \mathrm{Ry}^* .$$

The occupation integral agrees. So does a Hartree–Fock calculation for two electrons on a unit charge: there exchange cancels half of the repulsion $2v_H$, leaving the same orbital equation and a total energy $2E(1)$.

The semilocal level thus climbs from $-1$ Ry* when empty through $-0.46$ when half filled to $-0.092$ when full. In the worked case the occupied level lies 2.5 meV below the conduction edge, and the total-energy difference gives a binding of 13.3 meV, where the model's correct value for both is 27.2 meV. Total energies miss about half of the binding; the eigenvalue misses about nine tenths.

The orbital also spreads, from a mean radius of $1.5$ to $2.5\,a^*$. Beyond the range of $Q$ it decays as $e^{-\kappa r}/r$ with $\kappa=\sqrt{0.092}\approx0.30$ per $a^*$, instead of 1. The decay length of the overlap is thus about three times as long, and a neutral semilocal donor can be expected to need a larger cell for an equally flat band. The side need not grow by the same factor, because the prefactor of the overlap changes too; no band calculation was made for that case.

## What GW restores

The GW self-energy contains exchange with the screened interaction $W$. Take the nuclei as fixed, so that $\epsilon$ is the electronic dielectric constant. The electronic excitation energies of the host are far above Ry*, so for the donor electron $W$ is nearly static, and at long range it is $1/r$ in effective units. The occupied donor orbital contributes

$$(\Sigma_{\rm sx}\varphi)(\mathbf r)=-s\,\varphi(\mathbf r)\int\frac{|\varphi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r'=-s\,v_H(\mathbf r)\varphi(\mathbf r).$$

This cancels the Hartree self-repulsion at every occupation. The equation returns to $h\varphi=-\tfrac12\varphi$, and the tail $-1/r$ is back. The rest of the self-energy, from host exchange and the Coulomb hole, belongs in this model to the host band and fixes its edge and mass. What is needed is long-range exchange of strength $1/(\epsilon r)$, not GW as such: a hybrid functional whose long-range fraction of exact exchange equals $1/\epsilon$ gives the same cancellation in this model.

Three conditions limit this result. First, the orbital must be allowed to relax. If the correction is evaluated with the semilocal orbital, the level becomes $\langle h\rangle=\varepsilon(1)-J=-0.0924-0.7909=-0.883$ Ry*, leaving 12% of the binding unrecovered. Second, $W$ must be that of the host. If the donor electron's own polarization is included, it screens its own exchange, and the cancellation is incomplete. Third, the cancellation holds for the occupied spin orbital; an electron added with opposite spin has no such exchange term and does feel the repulsion of the first.

GW removes the extra spreading of the semilocal orbital, but the hydrogenic extent remains. The restored orbital decays as $e^{-r/a^*}$, so its overlap falls off at the rate found above; the side of seven to ten $a^*$ computed for the ionized-donor cell is the scale to expect for a comparably flat band, though no band calculation was made for this case. When such a cell is out of reach, the effective-mass equation, with $m$ and $\epsilon$ taken from calculations on the perfect host, is the sounder way to the long-range part of the binding. The values at the cutoff used are in the numerical output below.

## Table of computed values

```
band mass m = 0.2 , eps = 10.0 , r_s = 2.0 a0
valence electrons per atom = 4
a* = 50.0 a0 = 2.646 nm
Ry* = 27.21 meV
image constant alpha = 2.837297
L =  4 a*: band width = 0.95938 Ry*, centre = 0.3292 Ry*
L =  5 a*: band width = 0.45748 Ry*, centre = 0.0467 Ry*
L =  6 a*: band width = 0.21624 Ry*, centre = -0.1169 Ry*
L =  7 a*: band width = 0.09789 Ry*, centre = -0.2290 Ry*
L =  8 a*: band width = 0.04239 Ry*, centre = -0.3152 Ry*
L = 10 a*: band width = 0.00724 Ry*, centre = -0.4427 Ry*
L = 12 a*: band width = 0.00115 Ry*, centre = -0.5316 Ry*
L = 14 a*: band width = 0.00017 Ry*, centre = -0.5963 Ry*
centre formula at L = 12 a*: -0.5344 Ry*
centre change L = 14 to 12 a*: computed 0.06477 Ry*, formula 0.06486 Ry*
decay rate of width/L from 10 to 14 a* = 1.015 per a*
side for width 10% of Ry* = 6.97 a* = 18.4 nm (width there 0.1001 Ry*)
  atoms in that cell = 3.16e+05
  image shift alpha/L there = 0.814 Ry*
  next term -2pi/L^3 there = -0.0371 Ry*
side for width 1% of Ry* = 9.63 a* = 25.5 nm (width there 0.0101 Ry*)
  atoms in that cell = 8.34e+05
  image shift alpha/L there = 0.589 Ry*
  next term -2pi/L^3 there = -0.0141 Ry*
side where alpha/L alone is 10% of Ry* = 56.7 a*
216-atom cell: L = 0.614 a* = 1.62 nm
  band width = 73.37 Ry* = 2.00 eV
  free-electron width = 78.51 Ry*, first order = 73.50 Ry*
host density = 0.02984 a0^-3, peak donor density = 2.55e-06 a0^-3
local kernel: exchange -6.824, with correlation -6.062 Ha a0^3
contact strength, unscreened = -0.0242 Ha* a*^3
level shift from contact term = -0.00021 Ry*
semilocal level, empty donor = -0.9999 Ry*
semilocal level, half filled = -0.4589 Ry*
semilocal level, neutral donor = -0.0924 Ry* = -2.51 meV
self-repulsion J, neutral donor = 0.7909 Ry*
total-energy difference E(1) = -0.4879 Ry* = -13.28 meV
integral of level over occupation = -0.4879 Ry*
Gaussian-basis check: level -0.0924 Ry*, half pair energy -0.4879 Ry*
level with screened self-exchange = -1.0000 Ry*
mean radius: correct 1.500 a*, semilocal neutral 2.504 a*
charge seen at r =  2 a*, semilocal neutral donor = 0.19582 (correct tail: 1)
charge seen at r =  5 a*, semilocal neutral donor = 0.01900 (correct tail: 1)
charge seen at r = 10 a*, semilocal neutral donor = 0.00055 (correct tail: 1)
charge seen at r = 20 a*, semilocal neutral donor = 0.00000 (correct tail: 1)
```
